# Corbino disk magnetoresistance: from one mobility to a real copper film: a program that tests the result

```python
"""
Corbino disk: a flat ring (radii r1 < r2, thickness t) between ideal contacts,
in a field B normal to its plane, with one carrier type of mobility mu.
Result under test:
    R(B) = ln(r2/r1) / (2 pi sigma0 t) * (1 + b^2),  b = mu B, sigma0 = n e mu.
The conductivity tensor is found by integrating the drift equation in time;
the ring is solved by finite elements without assuming radial flow.
Scaled tests use sigma0 = 1, t = 1 and an applied voltage of 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def drift_tensor(b):
    """Conductivity / sigma0 from electrons accelerated from rest (time in tau)."""
    columns = []
    for field in np.eye(2):
        def rate(time, w):
            return [-field[0] - b * w[1] - w[0], -field[1] + b * w[0] - w[1]]
        run = solve_ivp(rate, (0, 30), [0.0, 0.0], rtol=1e-9, atol=1e-11)
        columns.append(-run.y[:, -1])
    return np.array(columns).T


def triangulate(rows, cols, periodic):
    """Triangles of a grid whose node number is row * cols + column."""
    i, j = np.meshgrid(np.arange(rows - 1),
                       np.arange(cols if periodic else cols - 1), indexing="ij")
    i, j = i.ravel(), j.ravel()
    k = (j + 1) % cols
    a, b, c, d = i * cols + j, (i + 1) * cols + j, i * cols + k, (i + 1) * cols + k
    return np.vstack([np.column_stack([a, b, c]), np.column_stack([b, d, c])])


def solve_sheet(points, triangles, tensor, cols):
    """Potential 1 on the first row, 0 on the last; other edges insulating."""
    x, y = points[triangles, 0], points[triangles, 1]
    nxt, prv = [1, 2, 0], [2, 0, 1]
    twice = ((x[:, 1] - x[:, 0]) * (y[:, 2] - y[:, 0])
             - (x[:, 2] - x[:, 0]) * (y[:, 1] - y[:, 0]))
    grads = np.stack([y[:, nxt] - y[:, prv], x[:, prv] - x[:, nxt]], axis=2)
    grads = grads / twice[:, None, None]
    area = np.abs(twice) / 2
    local = np.einsum("eia,ab,ejb->eij", grads, tensor, grads) * area[:, None, None]
    size = len(points)
    row_index = np.repeat(triangles, 3, axis=1).ravel()
    col_index = np.tile(triangles, (1, 3)).ravel()
    matrix = coo_matrix((local.ravel(), (row_index, col_index)),
                        shape=(size, size)).tocsr()
    potential = np.zeros(size)
    potential[:cols] = 1.0
    free = np.arange(cols, size - cols)
    load = -(matrix @ potential)[free]
    potential[free] = spsolve(matrix[free][:, free].tocsc(), load)
    current = (matrix @ potential)[:cols].sum()
    gradient = np.einsum("eia,ei->ea", grads, potential[triangles])
    density = -gradient @ tensor.T
    return current, density, points[triangles].mean(axis=1), area


# ---- ring with an irregular mesh, radius ratio 10 ----
rng = np.random.default_rng(4)
rows, cols = 49, 120
log_r, angle = np.meshgrid(np.linspace(0, np.log(10), rows),
                           np.arange(cols) * 2 * np.pi / cols, indexing="ij")
log_r[1:-1] += 0.2 * np.log(10) / (rows - 1) * rng.uniform(-1, 1, (rows - 2, cols))
angle[1:-1] += 0.2 * 2 * np.pi / cols * rng.uniform(-1, 1, (rows - 2, cols))
ring = np.column_stack([(np.exp(log_r) * np.cos(angle)).ravel(),
                        (np.exp(log_r) * np.sin(angle)).ravel()])
ring_triangles = triangulate(rows, cols, True)

print("Numerical ring, r2/r1 = 10, sheet resistance 1 ohm")
ring_R = {}
for b in (0.0, 0.5, 1.0, 3.0):
    tensor = drift_tensor(b)
    expected = np.array([[1, -b], [b, 1]]) / (1 + b * b)
    assert np.allclose(tensor, expected, atol=1e-6)
    current, density, centre, area = solve_sheet(ring, ring_triangles, tensor, cols)
    ring_R[b] = 1 / current
    formula = np.log(10) / (2 * np.pi) * (1 + b * b)
    # tolerance: piecewise linear elements and polygonal contacts
    assert abs(ring_R[b] / formula - 1) < 0.01
    radius2 = (centre ** 2).sum(axis=1)
    swirl = centre[:, 0] * density[:, 1] - centre[:, 1] * density[:, 0]
    circulating = (area * swirl / radius2).sum() / (2 * np.pi)
    assert abs(circulating / current - b * np.log(10) / (2 * np.pi)) < 0.01 * (1 + b)
    heat = (area * (density ** 2).sum(axis=1)).sum()
    assert abs(heat / current - 1) < 1e-5
    print(f"  mu B = {b:.1f}: R = {ring_R[b]:.4f} ohm, R/R(0) = "
          f"{ring_R[b] / ring_R[0.0]:.4f}, I_circ/I = {circulating / current:.4f}")
print(f"  Formula R(0) = {np.log(10) / (2 * np.pi):.4f} ohm")

# ---- bars of unit width with insulating sides ----
bar_R = {}
for b in (0.0, 1.0):
    for length in (3, 4):
        n_rows, n_cols = 24 * length + 1, 25
        bx, by = np.meshgrid(np.linspace(0, length, n_rows),
                             np.linspace(0, 1, n_cols), indexing="ij")
        bar = np.column_stack([bx.ravel(), by.ravel()])
        current = solve_sheet(bar, triangulate(n_rows, n_cols, False),
                              drift_tensor(b), n_cols)[0]
        bar_R[b, length] = 1 / current
bulk_slope = bar_R[1.0, 4] - bar_R[1.0, 3]
assert abs(bulk_slope - 1) < 2e-3  # remaining overlap of the two end regions
assert bar_R[1.0, 4] > bar_R[0.0, 4]
print(f"Bar, length/width 4, mu B = 1: R/R(0) = {bar_R[1.0, 4] / bar_R[0.0, 4]:.4f}")
print(f"Bar, mu B = 1: added R per added square = {bulk_slope:.4f} ohm")

# ---- film with diffuse surfaces, field normal to the film ----
nodes, weights = np.polynomial.legendre.leggauss(200)
cosine, weights = (nodes + 1) / 2, weights / 2


def surface_sigma(thickness_ratio, s):
    """sigma_xx / interior sigma; thickness_ratio = t/l, s = interior mu * B."""
    a = 1 + 1j * s
    k = a * thickness_ratio
    kernel = (1 - cosine / k * (1 - np.exp(-k / cosine))) / a
    return float((1.5 * weights * (1 - cosine ** 2) * kernel).sum().real)


def surviving(time, thickness_ratio):
    """Velocity-weighted share of electrons with no surface hit in a past time."""
    top = 1.0 if time <= thickness_ratio else thickness_ratio / time
    return quad(lambda u: 1.5 * (1 - u * u) * (1 - u * time / thickness_ratio),
                0, top)[0]


direct = quad(lambda x: np.exp(-x) * np.cos(x) * surviving(x, 2.0),
              0, 40, points=[2.0], limit=200)[0]
assert abs(direct - surface_sigma(2.0, 1.0)) < 1e-6


def surface_coefficient(thickness_ratio, s):
    """Rise of 1/sigma_xx divided by (film mobility * B)^2."""
    zero = surface_sigma(thickness_ratio, 0.0)
    return (zero / surface_sigma(thickness_ratio, s) - 1) / (zero * s) ** 2


q_thick = 3 / (8 * 10.0)
assert abs(surface_coefficient(10.0, 0.003)
           - (1 - 3 * q_thick) / (1 - q_thick) ** 3) < 1e-4

# ---- worked example: copper film, rough typical values, SI inside ----
e, hbar = const.e, const.hbar
thickness, r1, r2 = 100e-9, 10e-6, 100e-6
rho, density_n, B, I, T = 2.2e-8, 8.5e28, 10.0, 10e-3, 300.0
mu = 1 / (density_n * e * rho)
b = mu * B
R0 = rho * np.log(r2 / r1) / (2 * np.pi * thickness)
rise = b * b
RB = R0 * (1 + rise)
print("Copper film, rough typical inputs")
print(f"  Thickness = {thickness * 1e9:.0f} nm")
print(f"  Radii = {r1 * 1e6:.0f} and {r2 * 1e6:.0f} um")
print(f"  Film resistivity = {rho * 1e8:.2f} uohm cm")
print(f"  Electron density = {density_n * 1e-6:.2e} cm^-3")
print(f"  Field = {B:.1f} T, current = {I * 1e3:.1f} mA, temperature = {T:.0f} K")
print("Results of the single-mobility model")
print(f"  Mobility = {mu * 1e4:.2f} cm2/Vs")
print(f"  mu B = {b:.5f}, (mu B)^2 = {rise:.4e}")
print(f"  R(0) = {R0 * 1e3:.3f} mohm, R(B) = {RB * 1e3:.3f} mohm")
print(f"  R(B) - R(0) = {(RB - R0) * 1e6:.2f} uohm")
print(f"  Voltage at B = {I * RB * 1e3:.4f} mV")
print(f"  Voltage rise = {I * (RB - R0) * 1e6:.3f} uV")
print(f"  Hall angle = {np.degrees(np.arctan(b)):.3f} deg")
print(f"  Spiral turn = {np.degrees(b * np.log(r2 / r1)):.2f} deg")
print(f"  Circulating current = {b * I * np.log(r2 / r1) / (2 * np.pi) * 1e3:.4f} mA")

print("Neglected effects")
k_fermi = (3 * np.pi ** 2 * density_n) ** (1 / 3)


def path(mobility):
    return hbar * k_fermi * mobility / e


mu_in = brentq(lambda m: m * surface_sigma(thickness / path(m), 0.0) - mu, mu, 5 * mu)
ratio_surface = surface_coefficient(thickness / path(mu_in), mu_in * B)
print(f"  Interior mobility, diffuse surfaces = {mu_in * 1e4:.2f} cm2/Vs")
print(f"  Interior mean free path = {path(mu_in) * 1e9:.1f} nm")
print(f"  Cyclotron radius = {hbar * k_fermi / (e * B) * 1e9:.0f} nm")
print(f"  Surfaces: rise / (mu B)^2 = {ratio_surface:.4f}")

spread = 0.20
group_b = b * np.array([1 - spread, 1 + spread])
group_share = np.array([1 - spread, 1 + spread]) / 2
s_xx = (group_share / (1 + group_b ** 2)).sum()
s_yx = (group_share * group_b / (1 + group_b ** 2)).sum()
resist = np.linalg.inv(np.array([[s_xx, -s_yx], [s_yx, s_xx]]))
hall_part = resist[1, 0] ** 2 / resist[0, 0]
assert abs(resist[0, 0] + hall_part - 1 / s_xx) < 1e-12
ratio_spread = (1 / s_xx - 1) / rise
moments = np.mean(np.array([1 - spread, 1 + spread]) ** 3)
assert abs(ratio_spread - moments) < 5 * rise  # next order in (mu B)^2
print(f"  Assumed mobility spread = +/- {spread * 100:.0f} percent")
print(f"  Spread: rise / (mu B)^2 = {ratio_spread:.4f}")
print(f"    of which Hall part = {hall_part / rise:.4f}")
print(f"    of which rise of rho_xx = {(resist[0, 0] - 1) / rise:.4f}")

rho_slope = 6.8e-11
drift_T = rho * rise / rho_slope
print(f"  Rough d(rho)/dT = {rho_slope * 1e8:.4f} uohm cm/K")
print(f"  Temperature drift that mimics the rise = {drift_T:.3f} K")
oxide, k_oxide, k_silicon = 300e-9, 1.4, 150.0
J_inner = I / (2 * np.pi * r1 * thickness)
heat_oxide = rho * J_inner ** 2 * (1 + rise) * thickness * oxide / k_oxide
heat_silicon = I ** 2 * RB / (2 * np.pi * k_silicon * r1)
assert heat_oxide + heat_silicon < 0.1 * drift_T
print(f"  Rough oxide = {oxide * 1e9:.0f} nm at {k_oxide:.1f} W/mK; "
      f"silicon {k_silicon:.0f} W/mK")
print(f"  Radial current density at r1 = {J_inner * 1e-4:.3e} A/cm2")
print(f"  Heating across oxide at r1 = {heat_oxide * 1e3:.3f} mK")
print(f"  Heating in silicon, all heat inside r1 = {heat_silicon * 1e3:.3f} mK")
series = 1e-3
print(f"  Assumed series resistance = {series * 1e3:.1f} mohm")
print(f"  Series: observed rise / true rise = {R0 / (R0 + series):.4f}")
self_field = const.mu_0 * I / (2 * np.pi * r1)
print(f"  Field of the current itself at r1 = {self_field * 1e3:.3f} mT")
landau = hbar * e * B / const.m_e / e
print(f"  Landau spacing, free mass = {landau * 1e3:.3f} meV")
print(f"  Thermal energy = {const.k * T / e * 1e3:.2f} meV")
print(f"  Collision width hbar/tau = {landau / b * 1e3:.1f} meV")
print("done: every assertion held")
```

Output:

```
Numerical ring, r2/r1 = 10, sheet resistance 1 ohm
  mu B = 0.0: R = 0.3663 ohm, R/R(0) = 1.0000, I_circ/I = 0.0001
  mu B = 0.5: R = 0.4579 ohm, R/R(0) = 1.2500, I_circ/I = 0.1832
  mu B = 1.0: R = 0.7326 ohm, R/R(0) = 2.0000, I_circ/I = 0.3663
  mu B = 3.0: R = 3.6629 ohm, R/R(0) = 10.0000, I_circ/I = 1.0989
  Formula R(0) = 0.3665 ohm
Bar, length/width 4, mu B = 1: R/R(0) = 1.1109
Bar, mu B = 1: added R per added square = 1.0000 ohm
Copper film, rough typical inputs
  Thickness = 100 nm
  Radii = 10 and 100 um
  Film resistivity = 2.20 uohm cm
  Electron density = 8.50e+22 cm^-3
  Field = 10.0 T, current = 10.0 mA, temperature = 300 K
Results of the single-mobility model
  Mobility = 33.38 cm2/Vs
  mu B = 0.03338, (mu B)^2 = 1.1140e-03
  R(0) = 80.623 mohm, R(B) = 80.713 mohm
  R(B) - R(0) = 89.82 uohm
  Voltage at B = 0.8071 mV
  Voltage rise = 0.898 uV
  Hall angle = 1.912 deg
  Spiral turn = 4.40 deg
  Circulating current = 0.1223 mA
Neglected effects
  Interior mobility, diffuse surfaces = 38.24 cm2/Vs
  Interior mean free path = 34.2 nm
  Cyclotron radius = 895 nm
  Surfaces: rise / (mu B)^2 = 0.9604
  Assumed mobility spread = +/- 20 percent
  Spread: rise / (mu B)^2 = 1.1198
    of which Hall part = 1.0815
    of which rise of rho_xx = 0.0384
  Rough d(rho)/dT = 0.0068 uohm cm/K
  Temperature drift that mimics the rise = 0.360 K
  Rough oxide = 300 nm at 1.4 W/mK; silicon 150 W/mK
  Radial current density at r1 = 1.592e+05 A/cm2
  Heating across oxide at r1 = 1.195 mK
  Heating in silicon, all heat inside r1 = 0.856 mK
  Assumed series resistance = 1.0 mohm
  Series: observed rise / true rise = 0.9877
  Field of the current itself at r1 = 0.200 mT
  Landau spacing, free mass = 1.158 meV
  Thermal energy = 25.85 meV
  Collision width hbar/tau = 34.7 meV
done: every assertion held
```
